\section*{Coverage-Dependent Surface Diffusivity from a Spreading Step by Matano Analysis}

\section{What scaling allows}

An adsorbate covers a surface to the coverage $\theta_L$ on the left of a straight edge and to the smaller coverage $\theta_R$ on the right. Coverage means the fraction of adsorption sites that are filled. The surface is heated for a time $t$, the edge spreads, and the profile $\theta(x,t)$ is measured. We want the chemical diffusivity $D(\theta)$, defined by the flux $J=-D(\theta)\,\partial\theta/\partial x$. If no adsorbate is gained or lost,
\begin{equation}
\frac{\partial\theta}{\partial t}=\frac{\partial}{\partial x}\left[D(\theta)\frac{\partial\theta}{\partial x}\right].
\label{eq:diff}
\end{equation}

Place the initial edge at $x=0$ for the moment and stretch the axes: define $\theta_\lambda(x,t)=\theta(\lambda x,\lambda^2t)$ with $\lambda>0$. The time derivative gains a factor $\lambda^2$, and so do the two space derivatives, so $\theta_\lambda$ also solves (\ref{eq:diff}). A sharp step on an infinite line looks the same after stretching, so the initial condition is unchanged too. Since the solution is unique, $\theta_\lambda=\theta$. Choosing $\lambda=1/\sqrt t$ gives
\begin{equation}
\theta(x,t)=\theta(x/\sqrt t,\,1)\equiv f(\eta),\qquad \eta=x/\sqrt t .
\end{equation}

This fixes the form of the answer. A diffusivity is a squared length divided by a time, and the only time available is $t$. The profile must supply the squared length. An area under the profile (coverage times length) divided by a slope (coverage per length) has that dimension. What remains is to find which area, measured from which origin, and with which numerical factor.

The argument needs an initially sharp edge, plateaus that remain undisturbed, constant temperature, and a $D$ that depends on coverage alone and is positive between the plateau coverages. An edge of finite width or a desorption rate would bring in a further length or time.

\section{The area and the factor}

Let the initial edge be at $x_0$, so that $\eta=(x-x_0)/\sqrt t$. The chain rule gives
\begin{align}
\frac{\partial\theta}{\partial t}&=f'(\eta)\frac{\partial\eta}{\partial t}=-\frac{\eta}{2t}f'(\eta),\\
\frac{\partial}{\partial x}\left[D\frac{\partial\theta}{\partial x}\right]&=\frac1t\frac{d}{d\eta}\left[Df'(\eta)\right].
\end{align}
Equating the two and multiplying by $t$ leaves an ordinary differential equation,
\begin{equation}
-\frac{\eta}{2}f'=\frac{d}{d\eta}(Df').
\label{eq:ode}
\end{equation}
Integrate it from a chosen point $\eta_*$, where the coverage is $\theta_*$, to $+\infty$. On the plateau $f'$ vanishes, so the right side gives $0-(Df')_*$. Hence
\begin{equation}
(Df')_*=\frac12\int_{\eta_*}^{\infty}\eta f'\,d\eta
=\frac12\int_{\theta_*}^{\theta_R}\eta\,d\theta
=-\frac12\int_{\theta_R}^{\theta_*}\eta\,d\theta .
\end{equation}
Now return to $x$ with $f'=\sqrt t\,\partial\theta/\partial x$ and $\eta=(x-x_0)/\sqrt t$, and divide by $\sqrt t\,\partial\theta/\partial x$:
\begin{equation}
D(\theta_*)=-\frac{1}{2t}\left(\frac{dx}{d\theta}\right)_{\theta_*}\int_{\theta_R}^{\theta_*}(x-x_0)\,d\theta .
\label{eq:matano}
\end{equation}
The slope is negative and the integral is positive, so $D$ is positive.

Constant $D$ is a first check. With $\Delta\theta=\theta_L-\theta_R$, the profile is then $\theta=\theta_R+\tfrac12\Delta\theta\,\mathrm{erfc}[(x-x_0)/\sqrt{4Dt}]$, whose slope is a Gaussian,
\begin{equation}
g(x)\equiv\left|\frac{\partial\theta}{\partial x}\right|=\frac{\Delta\theta}{\sqrt{4\pi Dt}}\,e^{-(x-x_0)^2/4Dt}.
\end{equation}
It obeys $(x-x_0)g=-2Dt\,dg/dx$. The integral in (\ref{eq:matano}) is therefore $\int_{x_*}^\infty(x-x_0)g\,dx=2Dt\,g(x_*)$, and division by $2t\,g(x_*)$ returns $D$ at every coverage.

A second check has a strongly varying $D$. Take $\theta_L=1$, $\theta_R=0$, $x_0=0$ and a straight profile, $x=c\sqrt t\,(1-2\theta)$. Then $dx/d\theta=-2c\sqrt t$, the integral is $c\sqrt t\,\theta(1-\theta)$, and (\ref{eq:matano}) gives
\begin{equation}
D=c^2\theta(1-\theta).
\end{equation}
Direct substitution confirms it. The slope is $-1/(2c\sqrt t)$, so $J=c\,\theta(1-\theta)/(2\sqrt t)$ and $-\partial J/\partial x=(1-2\theta)/(4t)$. From $\theta=\tfrac12-x/(2c\sqrt t)$ one finds $\partial\theta/\partial t=x/(4ct^{3/2})=(1-2\theta)/(4t)$, the same. The flux vanishes at both ends, where the line joins the plateaus.

\section{The naive origin and its failure}

Equation (\ref{eq:matano}) needs $x_0$, but the microscope's coordinate has an arbitrary zero. The obvious choice is the point where the coverage is halfway between the plateaus. Symmetry shows when this is right. The replacement $x-x_0\to-(x-x_0)$, $\theta\to\theta_L+\theta_R-\theta$ maps the initial step onto itself. It also preserves (\ref{eq:diff}) if $D(\theta)=D(\theta_L+\theta_R-\theta)$. Under that condition the halfway coverage stays at $x_0$. For a general $D(\theta)$ nothing holds it there.

Suppose the assumed origin is $x_0+\delta$. The integral in (\ref{eq:matano}), called $A$ from here on, changes by $-\delta(\theta_*-\theta_R)$, so
\begin{equation}
\frac{\Delta D}{D}=-\frac{\delta\,(\theta_*-\theta_R)}{A(\theta_*)} .
\label{eq:shift}
\end{equation}
Near the high plateau the true $A$ tends to zero while the numerator tends to $\delta\,\Delta\theta$. The relative error grows without limit, and for $\delta>0$ the recovered $D$ even turns negative.

To see the size of this, take synthetic data in the regime of hydrogen on Si(111)-7$\times$7 at 600 K, with
\begin{equation}
D(\theta)=D_p\exp\left[-\frac{E-\varepsilon\theta}{k_BT}\right],
\label{eq:model}
\end{equation}
$D_p=10^{-3}$ cm$^2$/s, $E=1.50$ eV and $\varepsilon=0.10$ eV. The first two are rough typical values; the linear fall of the barrier is a chosen law. The step runs from 0.90 to 0.10, the anneal lasts 3600 s, and the true edge lies at 37.00 nm. The profile was computed from (\ref{eq:diff}) in $x$ and $t$, without the similarity variable. Profiles at $t/4$ and $t$, plotted against $\eta$, differ by at most $6.5\times10^{-5}$ in coverage, as scaling requires.

The halfway coverage has moved to 40.87 nm, so $\delta=3.87$ nm, small beside the profile's 10--90\,\% width of 57 nm. At $\theta=0.8$ the true area is $A=4.385$ nm, and (\ref{eq:shift}) gives
\begin{equation}
\frac{\Delta D}{D}=-\frac{3.867\times0.7}{4.385}=-0.62 .
\end{equation}
At coverages 0.2 and 0.5 the errors are $-13\,\%$ and $-22\,\%$. The diffusivity truly rises with coverage by a factor $0.1182/0.0370=3.2$ between 0.2 and 0.8. The naive origin reduces this to $3.2\times0.383/0.873=1.4$ and so hides most of the dependence that was sought.

\section{Letting the profile supply the origin}

The cure uses the plateau not yet used. The flux also vanishes on the left, so integrating (\ref{eq:ode}) over the whole line gives $\int_{\theta_R}^{\theta_L}\eta\,d\theta=0$. The plane $x_M$ defined by
\begin{equation}
\int_{\theta_R}^{\theta_L}(x-x_M)\,d\theta=0
\label{eq:plane}
\end{equation}
is the Matano plane, and under the stated conditions $x_M=x_0$. Physically, the adsorbate gained on the right of this plane equals that lost on the left. The condition expresses conservation, which is why it holds for any $D(\theta)$.

Integrals over $\theta$ are awkward with noisy data, because the inverse $x(\theta)$ need not be single-valued. Integration by parts turns them into integrals over $x$. Let $b$ lie on the right plateau. Then
\begin{align}
A(x_*)&=\int_b^{x_*}(x-x_M)\frac{\partial\theta}{\partial x}\,dx\notag\\
&=\Big[(x-x_M)(\theta-\theta_R)\Big]_b^{x_*}-\int_b^{x_*}(\theta-\theta_R)\,dx\notag\\
&=(x_*-x_M)(\theta_*-\theta_R)+\int_{x_*}^{b}(\theta-\theta_R)\,dx ,
\label{eq:area}
\end{align}
since $\theta-\theta_R$ vanishes at $b$. Putting $x_*=a$ on the left plateau and requiring $A=0$ yields the plane explicitly:
\begin{equation}
x_M=a+\frac{1}{\theta_L-\theta_R}\int_a^b(\theta-\theta_R)\,dx .
\label{eq:xm}
\end{equation}
The diffusivity is then
\begin{equation}
D(\theta_*)=\frac{A(x_*)}{2t\,|\partial\theta/\partial x|_{x_*}} .
\label{eq:final}
\end{equation}

On the noise-free profile (\ref{eq:xm}) returns 37.00 nm. At $\theta=0.5$ the area is 7.085 nm and the slope 0.01488 nm$^{-1}$, so
\begin{equation}
D=\frac{7.085}{2\times3600\times0.01488}=0.0661\ \mathrm{nm^2/s}=6.6\times10^{-16}\ \mathrm{cm^2/s}.
\end{equation}
The input law gives the same value. At 0.2 and 0.8 the results are $3.7\times10^{-16}$ and $1.18\times10^{-15}$ cm$^2$/s. Over coverages from 0.12 to 0.88, at both times, the largest relative error was 0.11\,\%, within the 1\,\% set for this test. On the plateaus themselves (\ref{eq:final}) reads $0/0$. For a noise-free profile the limit exists and equals $D$ at the plateau coverage, but in measured data noise hides the weak tails that would supply it.

\section{A check without slopes}

The quantity $g/\Delta\theta$ is positive for a monotone profile and integrates to one, so it can serve as a weight. Let $V$ be the variance of $x$ under it; by (\ref{eq:plane}) the mean is $x_M$. Write $\xi=x-x_M$. Differentiate in time, integrate by parts, use (\ref{eq:diff}), and integrate by parts again; the boundary terms vanish on the plateaus:
\begin{align}
\frac{dV}{dt}&=-\frac{1}{\Delta\theta}\int\xi^2\frac{\partial}{\partial x}\frac{\partial\theta}{\partial t}\,dx
=\frac{2}{\Delta\theta}\int\xi\,\frac{\partial\theta}{\partial t}\,dx\notag\\
&=-\frac{2}{\Delta\theta}\int D\frac{\partial\theta}{\partial x}\,dx
=\frac{2}{\Delta\theta}\int_{\theta_R}^{\theta_L}D\,d\theta=2\bar D .
\end{align}
Here $\bar D$ is the mean of $D$ over the coverages of the step. A sharp edge starts with $V=0$, so $V=2\bar Dt$. In the example the profile gives $V=525.2$ nm$^2$, and the input law gives $2\times0.07295\times3600=525.2$ nm$^2$. With measured data, the average of the recovered $D(\theta)$ can be compared only roughly with $V/2t$: noise far from the plane weighs heavily in $V$, and the end ranges are missing from the average. For the input law, keeping only coverages 0.2 to 0.8 lowers the average by 4\,\%. The comparison tests the fitted slopes and the arithmetic, not the diffusion law. For any monotone profile (\ref{eq:final}) gives $\int D\,d\theta=\int A\,dx/2t$, and since $dA/dx=-\xi g$, integration by parts turns this into $\int\xi^2g\,dx/2t=V\Delta\theta/2t$, whether or not (\ref{eq:diff}) holds.

\section{The naive slope and its failure}

Real profiles come from counting. Let a pixel be 1 nm wide and extend 2000 nm along the edge. With 19 dangling bonds per 7$\times$7 cell it holds 6074 sites on average. The pixel is narrower than the cell, so the actual number can vary from pixel to pixel; the average is used throughout. If all sites are filled independently and with the same probability, the coverage noise is $\sigma=\sqrt{\theta(1-\theta)/6074}$, which is 0.0064 at half filling. The 19 sites are not equivalent, and unequal occupation lowers the noise: if 7 of them bound hydrogen more strongly by 0.1 to 0.2 eV, $\sigma$ at half filling would fall by 10 to 26\,\%. Interactions between adsorbates would correlate the sites and change this figure further.

The naive slope is the central difference over two pixels, with noise $\sigma/(\sqrt2\,h)=0.0045$ nm$^{-1}$ for pixel width $h=1$ nm. Against a slope of 0.0149 nm$^{-1}$ this is 30\,\%. The area suffers much less, because integration averages the noise; in the scheme below it scatters by 1 to 3\,\%, which at coverage 0.2 is still more than the noise of the fitted slope. The slope therefore needs a wider base.

Fit a parabola to $n=2m+1$ pixels at positions $jh$, $j=-m,\dots,m$, around the point. By symmetry the constant and quadratic terms do not mix with the linear one, and least squares gives the slope $\sum_j j\theta_j/(h\sum_j j^2)$. With $\sum_j j^2=n(n^2-1)/12$, independent noise produces the standard deviation
\begin{equation}
\sigma_{\rm slope}=\frac{\sigma}{h}\sqrt{\frac{12}{n(n^2-1)}} .
\label{eq:noise}
\end{equation}
The price is a bias. The cubic Taylor term $\theta'''h^3j^3/6$ leaks into the slope, and with $\sum_j j^4/\sum_j j^2=(3m^2+3m-1)/5$ the leading bias is
\begin{equation}
b_{\rm slope}=\frac{h^2\theta'''}{30}\,(3m^2+3m-1).
\label{eq:bias}
\end{equation}

For $n=17$, (\ref{eq:noise}) predicts $3.2\times10^{-4}$ nm$^{-1}$ at half filling; 600 noisy data sets gave $3.1\times10^{-4}$. At the steepest point, coverage 0.38, the predicted bias is $4.2\times10^{-4}$ nm$^{-1}$ and the observed one $4.1\times10^{-4}$. It flattens a slope of 0.0163 nm$^{-1}$ by 2.5\,\% and so raises $D$ there by about as much.

These two laws set the window. For large $n$ the squared noise falls as $n^{-3}$ and the squared bias grows as $n^4$. Their sum is least when $3\sigma_{\rm slope}^2=4b_{\rm slope}^2$, that is, when the noise is 1.15 times the bias. At coverage 0.38 the noise is $3.2\times10^{-4}\sqrt{0.38\times0.62}/0.5=3.1\times10^{-4}$ nm$^{-1}$, or 0.74 times the bias. The ratio varies as $n^{-7/2}$, so the best window at this point is $17\times(0.74/1.15)^{2/7}\approx15$ pixels. The chosen 17 is slightly wide there. Flatter parts of the profile may favour other widths.

\section{The resulting scheme}

\begin{enumerate}
\item Average many outer pixels, here 50 at each end, to obtain $\theta_L$ and $\theta_R$. With only a few, the noise of these averages shifts the plane noticeably. If no flat region is visible, the method does not apply.
\item Compute $x_M$ from (\ref{eq:xm}).
\item At each pixel fit a local parabola, which gives a smoothed coverage and a slope.
\item Compute $A$ from (\ref{eq:area}), with the smoothed coverage in the first term and the raw data in the integral.
\item Form $D$ from (\ref{eq:final}), pair it with the smoothed coverage, and discard the ends.
\item Repeat for a second anneal time at the same temperature, with the width of the fit window scaled as $\sqrt t$.
\end{enumerate}

The first noisy data set gave $x_M=37.05$ nm and, near coverages 0.2, 0.5 and 0.8, diffusivities of 0.0380, 0.0673 and 0.120 nm$^2$/s. The true values at the fitted coverages are 0.0372, 0.0667 and 0.118 nm$^2$/s. Over all sets the scatter of $D$ is 3.9, 2.6 and 5.8\,\%, and the mean errors are $+2.3$, $+1.2$ and $-0.5\,\%$.

The larger scatter at 0.8 can be traced. The slope there is only 0.00515 nm$^{-1}$. Its noise, from (\ref{eq:noise}) with $\sigma=0.0051$, is $2.5\times10^{-4}$ nm$^{-1}$, or 4.9\,\%. The plane scatters by 0.175 nm, which by (\ref{eq:shift}) contributes $0.175\times0.7/4.385=2.8\,\%$. Added in quadrature, with correlations ignored, these make 5.7\,\%. This is a rough estimate, since the noise of the smoothed coverage and of the remaining integral in (\ref{eq:area}) is left out; the slope noise is the main part.

\section{Why a second anneal time is needed}

One profile cannot show whether scaling holds, since (\ref{eq:final}) returns some curve for any monotone profile. Two times can reveal a violation that exceeds the noise.

Let the initial edge have variance $s^2$. The derivation of $dV/dt$ is unchanged, so $V=s^2+2\bar Dt$. At late times, approximate the profile by that of a sharp step of greater age $t+t_0$, choosing $2\bar Dt_0=s^2$ to match the variance. Then $A/(2|\partial\theta/\partial x|)=D(t+t_0)$, and division by the nominal time gives
\begin{equation}
\frac{D_{\rm app}}{D}\simeq1+\frac{s^2}{2\bar Dt} .
\end{equation}
For $s=3$ nm the excess is $9/525=1.7\,\%$. Full simulation gives 1.9, 1.8 and 1.7\,\% at the three coverages. At $t/4$ the estimate is 6.9\,\%, and the simulation gives 8.1, 7.2 and 6.3\,\%; the replacement by an older sharp step is less accurate at the earlier time.

Desorption acts the other way in time. Add a loss $-k_d\theta^2$, as for hydrogen leaving in pairs. With a sharp edge the only new dimensionless quantity is $k_dt$, so to first order the relative error in $D$ at fixed coverage is proportional to $t$. With rough values of $10^{15}$ s$^{-1}$ and 2.4 eV, $k_d=6.9\times10^{-6}$ s$^{-1}$ at 600 K. The simulated errors are 0.1, 0.7 and 1.5\,\% after one hour, and about a quarter of these at $t/4$. These figures are sensitive to the rough barrier: at 2.3 eV the rate is seven times larger, the error at half coverage after one hour is 4.8\,\%, and the high plateau falls below 0.8.

In this example an apparent $D$ that falls with anneal time thus points to a blurred edge, and one that rises points to desorption, provided the fit window is scaled as $\sqrt t$. With a fixed window the relative slope bias, which varies as $h^2n^2/t$, is about four times larger at $t/4$ and can imitate either effect. Noise limits both readings. The fall from the blurred edge is here 5 to 6\,\%, comparable with the scatter of a single data set (at $t/4$, with a 9-pixel window, 6.5, 3.6 and 8.1\,\% at the three coverages), so one pair of profiles does not settle the matter. With the 2.4 eV barrier the rise from desorption is only about 1\,\% or less, and many profiles must be averaged to see it. If a blurred edge and desorption are both present and small, their errors at $\theta=0.5$ add to $1.76/\tau+0.67\,\tau$ per cent, with $\tau$ the time in hours. The sum is least at $\tau=\sqrt{1.76/0.67}=1.6$, where it is 2.2\,\%; a desorption barrier of 2.3 eV would move this best time to about 0.6 h.

\section{Against the real surface}

Among the errors that remain in the scheme and are sized here, a misread temperature can be the largest. The formula returns $D$ at the temperature the sample had, but a 5 K error in the reading assigns it wrongly: with (\ref{eq:model}), $D$ at half coverage changes by 26\,\% for 5 K. This exceeds the edge, desorption and counting errors together. A constant offset multiplies the whole curve by nearly the same factor, so the shape of $D(\theta)$ survives better than its magnitude. The assumption of a uniform surface also needs care. Terraces are about 180 nm wide at a miscut of $0.1^\circ$. The 10--90\,\% width of 57 nm understates the room needed: between 0.1 and 99.9\,\% of the step the profile spans about 143 nm, and flat plateaus must be visible beyond that. One such terrace barely holds it, even with the edge well placed, and the 400 nm of the synthetic data would cross more than two. A smaller miscut is therefore preferable. A shorter anneal also helps the profile to fit, but it enlarges the error from a blurred edge. The effect of atomic steps crossing the profile is not sized here. The 7$\times$7 cell edge, 2.7 nm, is small beside the profile, so the recovered $D$ is an effective value for the whole cell, not the rate of any single kind of hop. Counting thousands of sites in every 1 nm pixel is a demanding measurement, and fewer sites raise the noise as the inverse square root of their number.

Temperature also limits where the method can be used. The length $\sqrt{D/k_d}$, with $D$ taken at half coverage, measures how far hydrogen spreads in the time $1/k_d$. In that time desorption alone lowers a coverage of 0.9 to $0.9/1.9=0.47$, so the usable distance is shorter still. With the rough parameters the length is 98 nm at 600 K but 6.6 nm at a growth temperature of 850 K, only about twice the standard deviation $s$ assumed for the edge. A change of $\pm0.1$ eV in the desorption barrier moves these lengths over 37 to 257 nm and 3.3 to 13 nm. Within this model and with an edge of that width, a diffusivity for growth conditions is better extrapolated from colder anneals, and the extrapolation assumes that the barrier and its coverage dependence stay the same. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature 600 K, kT 0.05170 eV, anneal 3600 s
prefactor 1.0e-03 cm^2/s, barrier 1.50 eV
barrier drop, empty to full coverage: 0.10 eV
step coverages: 0.90 to 0.10; true step at 37.00 nm
grid cell 0.5 nm, length 400 nm
largest mismatch of profiles at t/4 and t in x/sqrt(t): 6.5e-05
Matano plane: 37.0000 nm
half-coverage plane: 40.867 nm
10-90 % profile width: 57.1 nm
Rows below: coverages 0.2, 0.5, 0.8
x - x_M (nm): 23.696, 3.867, -27.248
area A (nm): 3.0538, 7.0853, 4.3846
|slope| (1/nm): 0.011450, 0.014877, 0.005154
D recovered (nm^2/s): 0.03704, 0.06615, 0.11817
D true (nm^2/s): 0.03703, 0.06615, 0.11817
D recovered (cm^2/s): 3.704e-16, 6.615e-16, 1.182e-15
D error with half-coverage plane (%): -12.66, -21.83, -61.73
worst D error, coverage 0.12-0.88, both times: 0.113 %
gradient variance 525.24 nm^2; 2 D_mean t 525.24 nm^2
D_mean over coverage: 0.07295 nm^2/s
site density 3.037 1/nm^2, strip 2000 nm, pixel 1 nm
sites per pixel 6074, coverage noise at 0.5: 0.00642
fit window 17 pixels; noisy data sets 600
slope noise: formula 3.176e-04, observed 3.106e-04 1/nm
steepest slope -0.01631 1/nm at 0.380 coverage
slope bias there: formula 4.169e-04, observed 4.124e-04 1/nm
first noisy set: Matano plane 37.053 nm
first noisy set: fitted coverages 0.2022, 0.5046, 0.8009
first noisy set: D (nm^2/s) 0.03798, 0.06727, 0.12026
first noisy set: true D there (nm^2/s) 0.03719, 0.06674, 0.11837
Matano plane, all sets: mean 36.992, scatter 0.175 nm
mean D error, all sets (%): 2.27, 1.16, -0.50
scatter of D, all sets (%): 3.88, 2.63, 5.81
initial edge, standard deviation: 3.0 nm
D error from edge at t (%): 1.86, 1.76, 1.65
D error from edge at t/4 (%): 8.11, 7.15, 6.30
edge error predicted at t: 1.71 %
desorption: prefactor 1e+15 1/s, barrier 2.4 eV
desorption constant 6.93e-06 1/s
high plateau after anneal with desorption: 0.8802
D error from desorption at t (%): 0.07, 0.67, 1.53
D error from desorption at t/4 (%): 0.02, 0.16, 0.38
change of D at coverage 0.5 for +5 K: 26.1 %
terrace width at 0.1 degree miscut: 180 nm
7x7 cell edge: 2.69 nm
sqrt(D/k_des) at 600 K: 97.7 nm, at 850 K: 6.6 nm
\end{verbatim}
